# Effective peak-temperature time of a spike anneal with linear ramps

## The question a spike anneal raises

A spike anneal heats a wafer to a peak temperature and begins cooling it at once. There is no plateau whose duration could be multiplied by a diffusion coefficient, yet dopants still move while the wafer is hot. To compare two spikes, or a spike with a short isothermal anneal, one needs the time integral of the diffusivity. Dividing it by the diffusivity at the peak gives the hold time at that temperature that would produce the same diffusion.

Let the temperature rise from $T_0$ to $T_p$ at rate $R_u$ and return to $T_0$ at rate $R_d$. Both rates are positive magnitudes. The dopant diffusivity is taken as

$$
D(T)=D_0e^{-E/kT},
$$

with constant $D_0$ and activation energy $E$. The result derived below is

$$
B=\int D(T(t))\,dt\simeq D(T_p)\left(\frac{kT_p^2}{ER_u}+\frac{kT_p^2}{ER_d}\right),
\qquad x\equiv\frac{E}{kT_p}\gg1. \tag{1}
$$

Each ramp therefore counts as a hold at $T_p$ lasting $kT_p^2/(ER)$. This is the leading term for large $x$, with a relative error of order $1/x$.

The algebra holds in atomic units, with $k$ kept explicit and temperature in kelvin. No factor of $\hbar$, electron charge or electron mass enters (1), so it holds unchanged in any consistent units. The example uses nm, eV, K and s.

## Why the integral of D is the budget

Assume that the temperature is uniform across the dopant profile and that $D$ depends on temperature alone, not on position or concentration. Native defects are in equilibrium at each instant. The concentration $c(z,t)$ then obeys

$$
\frac{\partial c}{\partial t}=D(T(t))\frac{\partial^2c}{\partial z^2}.
$$

Define $\theta(t)=\int_0^tD(T(t'))\,dt'$. Since $D>0$, $\theta$ increases steadily and can replace time as the independent variable. The chain rule gives $\partial c/\partial t=D\,\partial c/\partial\theta$, and dividing by $D$ leaves

$$
\frac{\partial c}{\partial\theta}=\frac{\partial^2c}{\partial z^2}.
$$

The thermal history has disappeared from the equation. Two histories that end at the same $\theta=B$ turn the same initial profile into the same final profile, provided the boundary conditions are also the same when written in terms of $\theta$. A surface that lets no dopant through meets this condition. A surface loss whose rate has a different activation energy from $D$ does not.

For a profile far from any surface, the broadening follows directly. Put the center at $z=0$ and let $M=\int c\,dz$, which is conserved. Two integrations by parts, with vanishing terms at large $|z|$, give

$$
\frac{d}{d\theta}\int z^2c\,dz=\int z^2\frac{\partial^2c}{\partial z^2}\,dz
=2\int c\,dz=2M.
$$

Dividing by $M$ and integrating from $0$ to $B$ yields

$$
\sigma_f^2=\sigma_0^2+2B. \tag{2}
$$

An initially Gaussian profile remains Gaussian, because the equation in $\theta$ convolves it with another Gaussian of variance $2B$.

## Reducing each ramp to one integral

On the heating ramp $dT=R_u\,dt$. On the cooling ramp $dT=-R_d\,dt$, while the temperature limits run from $T_p$ down to $T_0$. Reversing those limits removes the minus sign, so both contributions are positive:

$$
B=\left(\frac1{R_u}+\frac1{R_d}\right)\int_{T_0}^{T_p}D(T)\,dT. \tag{3}
$$

The integrand falls rapidly below $T_p$. To measure this fall, introduce

$$
s=\frac{E}{kT}-\frac{E}{kT_p}=x\left(\frac{T_p}{T}-1\right).
$$

It follows that

$$
T=\frac{T_p}{1+s/x},\qquad
dT=-\frac{T_p}{x}\frac{ds}{(1+s/x)^2},\qquad
D(T)=D(T_p)e^{-s}.
$$

At $T=T_p$, $s=0$. At $T=T_0$, $s=s_0=x(T_p/T_0-1)$. The minus sign in $dT$ is absorbed by reversing the limits again, and $T_p/x=kT_p^2/E$. Hence

$$
\int_{T_0}^{T_p}D\,dT=D(T_p)\frac{kT_p^2}{E}
\int_0^{s_0}\frac{e^{-s}}{(1+s/x)^2}\,ds. \tag{4}
$$

First let the ramp begin far below the peak, so that $s_0\to\infty$. The effective time of one ramp is then

$$
t_{\rm eff}=\frac{kT_p^2}{ER}F(x),\qquad
F(x)=\int_0^\infty\frac{e^{-s}}{(1+s/x)^2}\,ds. \tag{5}
$$

The exponential confines the important range to $s$ of order one. For large $x$ the denominator is close to one there, and $F\to\int_0^\infty e^{-s}ds=1$. Adding the two ramps gives (1).

## Size and sign of the error

The approximation can be bounded without relying on an asymptotic series. For $y\ge0$,

$$
1-2y\le\frac1{(1+y)^2}\le1-2y+3y^2.
$$

To prove the left inequality, multiply by $(1+y)^2$ and expand:

$$
(1-2y)(1+2y+y^2)=1-3y^2-2y^3\le1.
$$

For the right inequality, the same multiplication gives

$$
(1-2y+3y^2)(1+2y+y^2)=1+4y^3+3y^4\ge1.
$$

Now set $y=s/x$, multiply by $e^{-s}$ and integrate. With $\int_0^\infty se^{-s}ds=1$ and $\int_0^\infty s^2e^{-s}ds=2$, the result is

$$
1-\frac2x<F(x)<1-\frac2x+\frac6{x^2}. \tag{6}
$$

The inequalities are strict because equality of the integrands occurs only at $s=0$. Also $F<1$, since the denominator in (5) exceeds one for $s>0$. Equation (1) thus overestimates the linear-ramp budget when the start is cold, and its relative excess is

$$
\frac1F-1=\frac2x+O\!\left(\frac1{x^2}\right).
$$

The reason is the curvature of $1/T$: as the wafer cools, $1/T$ grows faster than its tangent at $T_p$, so the true diffusivity falls faster than the exponential used at leading order.

A finite starting temperature removes the part of (5) with $s>s_0$. That part is smaller than $\int_{s_0}^{\infty}e^{-s}ds=e^{-s_0}$ and is negligible when $s_0\gg1$. If the ramp covers only a few tens of kelvin, $s_0$ is of order one and this part must be kept.

For an implementation, (3) also has a closed form. Put $u=E/kT$, so $dT=-(E/k)\,du/u^2$. With $E_2(x)=\int_1^\infty e^{-xv}v^{-2}dv$ and $u=xv$,

$$
\int_0^{T_p}e^{-E/kT}dT=\frac Ek\int_x^\infty\frac{e^{-u}}{u^2}du
=\frac E{kx}E_2(x)=T_pE_2(x).
$$

The budget with both temperature limits is therefore

$$
B=D_0\left(\frac1{R_u}+\frac1{R_d}\right)
\left[T_pE_2\!\left(\frac E{kT_p}\right)-T_0E_2\!\left(\frac E{kT_0}\right)\right]. \tag{7}
$$

Equation (7) has no large-$x$ approximation, but it retains every physical assumption made above.

## The temperature window and the peak error

The quantity

$$
w=\frac{kT_p^2}{E}
$$

is a temperature interval. Near the peak, $s\simeq(T_p-T)/w$, so $D$ falls by about a factor $e$ when the wafer cools by $w$. The effective time $w/R$ is the time the ramp takes to cross this interval. At leading order a fraction $1-e^{-1}$, or 63%, of the budget is collected within $w$ of the peak. The rate to insert in (1) is consequently the slope close to the peak, not the average over the whole ramp, provided this slope is nearly constant over the first few windows below the peak.

The same window controls the sensitivity to peak temperature. At fixed ramp rates and starting temperature, differentiating (3) with respect to its upper limit gives

$$
\frac{dB}{dT_p}=D(T_p)\left(\frac1{R_u}+\frac1{R_d}\right).
$$

Dividing by $B=D(T_p)wF(1/R_u+1/R_d)$, where the cold-start term is neglected, leads to

$$
\frac{d\ln B}{dT_p}=\frac1{wF}=\frac{x}{T_pF}\simeq\frac{x+2}{T_p}. \tag{8}
$$

The last step uses $1/F\simeq1+2/x$.

## Other shapes of the peak

**Hold at the peak.** A plateau of duration $t_h$ adds $D(T_p)t_h$ to $B$, so $t_h$ is simply added to the two effective times.

**Cooling that slows down.** Suppose the cooling rate is $R_d(T/T_p)^n$. Dividing the integrand by $(T/T_p)^n=(1+s/x)^{-n}$ changes the factor for that ramp from $F$ to

$$
F_n=\int_0^\infty e^{-s}(1+s/x)^{n-2}ds
=1+\frac{n-2}{x}+O\!\left(\frac1{x^2}\right).
$$

The leading result needs only the rate at the peak. For $n=4$, the law for radiation into cold surroundings at constant emissivity and heat capacity, the integral is elementary:

$$
F_4=\int_0^\infty e^{-s}\left(1+\frac{2s}{x}+\frac{s^2}{x^2}\right)ds
=1+\frac2x+\frac2{x^2}.
$$

**Rounded tip.** A real temperature trace has no sharp corner. Let the slope change linearly from $+R_u$ to $-R_d$ during a time $t_r$. Around the maximum, at time $t_m$,

$$
T=T_p-a(t-t_m)^2,\qquad a=\frac{R_u+R_d}{2t_r}.
$$

If this parabola extends many windows $w$ below the peak on both sides, then $D\simeq D(T_p)e^{-a(t-t_m)^2/w}$ and the Gaussian integral gives

$$
t_{\rm eff}\simeq\sqrt{\frac{\pi w}{a}}. \tag{9}
$$

This is the opposite limit to a sharp tip: curvature, rather than the two ramp rates, sets the time. Between the limits, $D(T(t))$ should be integrated over the actual trace.

## Worked example: a boron marker in silicon

Consider a thin boron marker in crystalline silicon without implant damage. Rough typical inputs are $D_0=10^{14}$ nm²/s and $E=3.5$ eV. The anneal has $T_0=900$ K, $T_p=1320$ K, $R_u=250$ K/s and $R_d=80$ K/s. The marker is Gaussian with standard deviation 3 nm and peak concentration $10^{18}$ cm⁻³.

At the peak, $kT_p=0.11375$ eV, so

$$
x=\frac{3.5}{0.11375}=30.77,\qquad
w=\frac{1320\ \text{K}}{30.77}=42.9\ \text{K}.
$$

The effective times are

$$
t_u=\frac{42.9}{250}=0.172\ \text{s},\qquad
t_d=\frac{42.9}{80}=0.536\ \text{s},
$$

with sum 0.708 s. Cooling supplies about three quarters of the budget. At fixed peak temperature and fixed heating rate, doubling the cooling rate would remove 38% of the leading budget. Doubling the heating rate at fixed cooling rate would remove 12%.

The diffusivity at the peak is $10^{14}e^{-30.77}=4.33$ nm²/s. Hence

$$
B\simeq4.33\times0.708=3.07\ \text{nm}^2
=3.07\times10^{-14}\ \text{cm}^2.
$$

Equation (7) gives 2.89 nm², equivalent to 0.666 s at the peak. Direct quadrature of $D(T(t))$ over time agrees to the printed digits. The leading value is 6.3% above the full one, close to the first-order estimate $2/x=6.5\%$. Starting at 900 K instead of far below it removes a fraction of about $3\times10^{-7}$. The share collected within one window of the peak is 67%, compared with 63% at leading order.

Equation (2) gives a final standard deviation of $\sqrt{9+2(3.07)}=3.89$ nm from the leading budget and 3.84 nm from the full one. A finite-difference solution of the diffusion equation, carried through both ramps with 0.25 nm spacing and 0.002 s steps, also gives 3.84 nm. Its profile differs from the predicted Gaussian by at most $1.6\times10^{-4}$ of the initial peak concentration.

Both calculations assume Fick's law, which needs many small steps per atom. Boron in silicon moves in separate migration events, each of which can carry an atom a nanometre or more. With $B$ near 3 nm², many atoms may have made few such moves or none. A real marker can then keep a higher center and grow longer tails than this Gaussian, even if its variance follows (2).

## Corrections from the temperature trace

Each change below is relative to the full linear-ramp budget of 2.89 nm², with the other settings held fixed.

Raising the peak by 10 K increases the budget by 28%. Equation (8) gives a logarithmic slope of $32.77/1320=0.0248$ K⁻¹. Over 10 K the corresponding factor is $e^{0.248}=1.28$. An uncertainty of a few kelvin in the peak therefore matters more than the 6% error of the leading formula.

Rounding the tip over 0.3 s at unchanged maximum temperature adds 21%. The parabola joins the ramps at $R_u^2t_r/[2(R_u+R_d)]=28$ K below the peak on the heating side and, with $R_d^2$ in place of $R_u^2$, at 3 K below it on the cooling side. Neither drop is large compared with $w=43$ K, so (9) does not apply here.

Replacing linear cooling by the fourth-power law, with the same rate at the peak, adds 10%. For the cooling ramp alone the factor changes from $F\simeq0.94$ to $F_4\simeq1.07$.

## When doping changes the diffusivity

The derivation fails if $D$ depends on concentration. A simple model for boron shows where this begins. Let $N$ be the ionized acceptor concentration, $p$ and $n$ the hole and electron concentrations, and $n_i$ the intrinsic density. Neutrality, $p=N+n$, together with $np=n_i^2$, gives $p^2-Np-n_i^2=0$ and hence

$$
p=\frac{N+S}{2},\qquad S=\sqrt{N^2+4n_i^2}.
$$

Assume that boron moves entirely as neutral pairs of a negative acceptor and a positive interstitial. The pair concentration is proportional to $Np/n_i$, so the flux is

$$
J=-D\frac{\partial}{\partial z}\left(N\frac p{n_i}\right)
=-D\frac p{n_i}\left(1+\frac{d\ln p}{d\ln N}\right)\frac{\partial N}{\partial z}.
$$

Since $dp/dN=(1+N/S)/2=p/S$, the logarithmic derivative equals $N/S$. The local diffusivity is therefore multiplied by

$$
g=\frac p{n_i}\left(1+\frac NS\right). \tag{10}
$$

The second factor is the effect of the built-in field.

Take the rough value $n_i=10^{19}$ cm⁻³ at 1320 K, varying as $T^{3/2}e^{-E_g/2kT}$ with an extrapolated gap $E_g=1.2$ eV. Weighted over the ramps at a fixed concentration of $10^{18}$ cm⁻³, the factor is 1.13. The constant diffusivity is thus about 12% below the doping-corrected local value at the center of the marker as it was before the anneal. The broadening changes much less. Integrating the flux by parts as for (2) gives $d\sigma^2/dt=2D\langle p/n_i\rangle$, averaged over the dopant profile, and the field factor does not appear. For this marker the nonlinear equation raises the variance gain by only about 4%, giving a final standard deviation of 3.87 nm instead of 3.84 nm.

At $10^{20}$ cm⁻³ the factor is 25. Equation (10) at the peak temperature gives $10.1\times1.98=20$. The rest comes from a longer effective time. For $N\gg n_i$, $g$ is nearly proportional to $1/n_i$, so the local activation energy becomes

$$
E_{\rm loc}=kT_p^2\frac{d\ln(Dg)}{dT}
\simeq E-\frac{E_g}{2}-\frac32kT_p=2.73\ \text{eV}.
$$

The lower activation energy widens the temperature window by a factor of about $3.5/2.73=1.28$, close to the computed ratio $25.2/20.0=1.26$. Hole degeneracy, estimated at the peak with a density-of-states mass of 1.1 electron masses, would raise the concentration of positive interstitials by a further factor of about 1.14. It also strengthens the built-in field, because the Fermi level then shifts faster with doping, so the local diffusivity would rise by about 1.2 in all. Neutrality still fixes $p$ near $N$, but the Fermi level lies closer to the valence band than $p/n_i$ indicates. In this regime no single $B$ describes the profile, because its dense center and dilute tail diffuse at different rates. The nonlinear diffusion equation must be solved.

## When implant damage remains

Implantation leaves excess silicon interstitials, which can accelerate boron diffusion until they are lost. Suppose $Q$ excess interstitials per area start at depth $L$ and all escape to a perfect surface sink at $z=0$. Let $C_I$ be their free excess concentration and $D_I$ their diffusivity, and define $U(z)=\int_0^\infty D_IC_I\,dt$. Integrating their diffusion equation over time gives

$$
\frac{d^2U}{dz^2}=-Q\,\delta(z-L),\qquad U(0)=0,
$$

because the initial excess is $Q\delta(z-L)$ and the final excess is zero. A bounded solution has zero slope beyond $L$, slope $Q$ before it, and therefore $U=Q\min(z,L)$.

If the added boron diffusivity is $D_BC_I/C_I^*$, where $D_B$ is the equilibrium diffusivity $D(T)$ and $C_I^*$ the equilibrium interstitial concentration, a marker at or beyond $L$ receives the extra budget

$$
\Delta B\simeq QL\frac{D_B}{D_IC_I^*}. \tag{11}
$$

This assigns the entire release to one temperature. The product $D_IC_I^*$ is estimated as the silicon atom density, 50 nm⁻³, times a rough self-diffusivity with prefactor $5\times10^{16}$ nm²/s and activation energy 4.8 eV. Complete escape makes (11) an upper estimate only for a perfect surface sink and a given release temperature. If the surface absorbs interstitials less efficiently, with a constant recombination length $\lambda$ so that $U(0)=\lambda\,U'(0)$, then $U=Q[\lambda+\min(z,L)]$ and $L$ in (11) becomes $L+\lambda$; for $\lambda=L$ the added budget doubles. The self-diffusion inputs are also uncertain, so (11) is not a bound for a real wafer.

For $Q=10^{12}$ cm⁻² and $L=30$ nm, $\Delta B$ is 1.1 nm² if release occurs at 1320 K and 43 nm² if it occurs at 1000 K. The second value is about 15 times the equilibrium budget. It is larger because $D_B/(D_IC_I^*)$ varies as $e^{(4.8-3.5)/kT}$, with the energies in eV, and so grows on cooling. The value at 1000 K shows this trend and is not a prediction for the spike above. At 250 K/s the wafer crosses 50 K in 0.2 s, so collecting 43 nm² near 1000 K would require a mean ratio $C_I/C_I^*$ of about $10^6$. If defect clusters dissolve too slowly for that, the release moves towards the peak and the added budget is smaller. The dissolution rate is not modeled here.

## Use for a real process

The chosen peak temperature and ramp rates lie in the rough range of lamp-based spike anneals for silicon. The light doping and absence of damage are less typical: a shallow source or drain layer is commonly implanted and may exceed $10^{20}$ cm⁻³ of boron. For such a layer, the estimates above raise the local diffusivity by a factor of order 25 where the concentration stays near $10^{20}$ cm⁻³. The broadening grows less: for the 3 nm Gaussian marker with this peak concentration, the variance gain is about five to six times the intrinsic one. Damage adds a budget that, by (11), is proportional to the excess interstitial dose and, for a perfect surface sink, to its depth, and also depends on the release temperature. The ramp formula then gives only the intrinsic, equilibrium part of the thermal budget.

For a dilute profile in damage-free crystal, (1) is suitable for quick comparisons of the budget, though not of the detailed profile shape, when $x\gg1$, both ramps span many windows $w$, and the tip is sharp on the scale of $w$. The last condition is demanding: in the example, rounding over only 0.1 s, which joins the heating ramp about 9 K below the peak, already adds 7% to the budget. If the ramps are linear but a 6% error matters, use (7). If the recorded trace is rounded or its slope changes near the peak, integrate $D(T(t))$ directly. The printed values are collected in the numerical output below.

## Table of computed values

```
diffusion prefactor D0: 1.00e+14 nm^2/s
activation energy E: 3.50 eV
peak temperature: 1320 K
start and end temperature: 900 K
heating rate: 250 K/s
cooling rate: 80 K/s
k Tp: 0.11375 eV
x = E/kTp: 30.770 (no unit)
temperature window kTp^2/E: 42.90 K
D at peak: 4.3346 nm^2/s
leading heating time: 0.1716 s
leading cooling time: 0.5362 s
leading total time: 0.7078 s
full total time: 0.6658 s
leading budget: 3.0682 nm^2
leading budget converted: 3.0682e-14 cm^2
full budget: 2.8861 nm^2
time-quadrature budget: 2.8861 nm^2
leading excess over full: 6.31 %
first-order excess 2/x: 6.50 %
share removed by finite start: 2.75e-07 (no unit)
budget share within window: 66.6 %
initial marker deviation: 3.00 nm
final deviation, leading: 3.8906 nm
final deviation, full: 3.8435 nm
final deviation, PDE: 3.8435 nm
largest PDE profile error: 1.6e-04 of c0
budget change for +10 K peak: 27.9 %
tip rounding duration: 0.30 s
budget change, rounded tip: 20.8 %
budget change, T^4 cooling: 10.2 %
intrinsic density at peak, input: 1.0e+19 cm^-3
extrapolated gap, input: 1.20 eV
marker doping: 1.0e+18 cm^-3
doping factor for marker: 1.132 (no unit)
high doping: 1.0e+20 cm^-3
doping factor at high doping: 25.19 (no unit)
hole mass, input: 1.10 electron masses
extra degeneracy factor: 1.142 (no unit)
excess interstitial dose: 1.0e+12 cm^-2
excess interstitial depth: 30 nm
self-diffusion prefactor: 5.0e+16 nm^2/s
self-diffusion energy: 4.80 eV
silicon atom density: 50 nm^-3
added transient budget at peak: 1.10 nm^2
early release temperature: 1000 K
added transient budget, early: 42.7 nm^2
```
